# Ligand-field splitting and Racah B of hexaaquanickel(II) from three bands

## Problem

The absorption spectrum of hexaaquanickel(II) in water has three spin-allowed bands, read here at

$$\nu_1=8500,\qquad \nu_2=13800,\qquad \nu_3=25300\ \text{cm}^{-1}.$$

The ion has eight 3d electrons, and the six water oxygens are taken to form a regular octahedron. The bands start from the ground level $^3A_{2g}$ and end, in order of energy, on $^3T_{2g}$, the lower $^3T_{1g}$ and the upper $^3T_{1g}$.

Find the ligand-field splitting $\Delta$ and the Racah parameter $B$. Use the trace of the $^3T_{1g}$ matrix, then decide how far the three bands agree with the two-parameter model.

All energies are divided by $hc$ and given in cm⁻¹. The splitting $\Delta$ is the energy of an electron in the $e$ orbitals ($z^2$, $x^2-y^2$) minus that in the $t_2$ orbitals ($xy$, $xz$, $yz$). In Gaussian units the repulsion enters through the Slater integrals

$$F^k=\frac{e^2}{hc}\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}R^2(r)R^2(r')\,r^2r'^2\,dr\,dr',$$

where $R$ is the radial 3d function. With $F_2=F^2/49$ and $F_4=F^4/441$, the Racah parameter is $B=F_2-5F_4$. Spin-orbit coupling is left out until its size is estimated. Covalency is admitted only in so far as it changes the values of $\Delta$ and $B$.

## First estimate by scaling

There are two energy scales. Moving one electron between the two orbital sets costs about $\Delta$, and the first band measures this cost, so $\Delta\sim\nu_1=8500$ cm⁻¹.

The other scale is repulsion. In the free ion the triplets form two terms, $^3F$ and $^3P$, separated by $15B$, as shown below. Each term supplies one $^3T_{1g}$ level. If the field did not alter their separation, then

$$15B\sim\nu_3-\nu_2=11500\ \text{cm}^{-1},\qquad B\sim 770\ \text{cm}^{-1}.$$

The estimate is uncertain because $\Delta$ is not small compared with $15B$. The exact solution will show what the field does to the separation.

## Exact solution within the model

### Two holes instead of eight electrons

A full d shell has ten electrons, so eight electrons leave two holes. Let the two electrons removed have parallel spins and orbitals $a$ and $b$. If $w_a$ is the repulsion between electron $a$ and the rest of the full shell, the remaining repulsion is

$$E=E_{10}-w_a-w_b+(J_{ab}-K_{ab}).$$

The last term is added because the pair $ab$ has been subtracted twice. A full shell is spherical, so $w$ is the same for all five orbitals. Apart from a constant, two holes therefore repel as two electrons do.

The field acts with the opposite sign. Taking an electron out of $t_2$ removes one of the cheaper electrons, so a hole costs $\Delta$ in $t_2$ and nothing in $e$.

In a triplet with $M_S=1$ the orbital part is an antisymmetric pair $|a,b|=[a(1)b(2)-b(1)a(2)]/\sqrt2$. Five orbitals give ten such pairs.

### Sorting the pairs

A half-turn about $z$ changes the sign of $xz$ and $yz$ and leaves the other three orbitals alone. Four pairs are unchanged by it:

- $|z^2,x^2-y^2|$, with field energy $0$;
- $|xy,z^2|$, with field energy $\Delta$;
- $|xy,x^2-y^2|$, with field energy $\Delta$;
- $|xz,yz|$, with field energy $2\Delta$.

Under a quarter-turn about $z$, both $xy$ and $x^2-y^2$ change sign, while $xz$ and $yz$ are exchanged with one change of sign. The first two pairs are then multiplied by $-1$ and the last two by $+1$. A half-turn about $x$ changes the sign of $xy$ and $xz$ only. It multiplies the first pair by $+1$ and the other three by $-1$.

Hence the first pair stands alone and is $^3A_{2g}$. The second also stands alone and is a component of $^3T_{2g}$. The last two have the same symmetry, that of the $z$ component of an angular momentum, so both belong to $^3T_{1g}$ and can mix. Cubic rotations supply the partners, and the count $1+3+3+3=10$ is complete.

### Why the first band gives $\Delta$

In terms of orbitals with definite $m$,

$$z^2=|0\rangle,\quad x^2-y^2=\frac{|2\rangle+|{-2}\rangle}{\sqrt2},\quad xy=\frac{|2\rangle-|{-2}\rangle}{i\sqrt2}.$$

The first two pairs contain only $|0,2|$ and $|0,-2|$, for which $M_L=\pm2$. The ten pairs form one $F$ term (seven states) and one $P$ term (three states). A $P$ term has no state with $M_L=\pm2$, so these pairs are pure $^3F$ and have equal repulsion energy. Only the field separates them:

$$\nu_1=\Delta.$$

### The repulsion in the $^3T_{1g}$ pairs

With $xz=(|{-1}\rangle-|1\rangle)/\sqrt2$ and $yz=i(|{-1}\rangle+|1\rangle)/\sqrt2$, antisymmetry gives

$$|xy,x^2-y^2|=-i\,|2,-2|,\qquad |xz,yz|=-i\,|1,-1|.$$

The common phase has no effect. Both states have $M_L=0$ and are mixtures of $F$ and $P$. To find the $P$ state, apply $L_+$ twice. The one-hole rule $l_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$ gives

$$L_+|2,-2|=2|2,-1|,\qquad L_+|1,-1|=2|2,-1|+\sqrt6\,|1,0|,$$

$$L_+^2|2,-2|=2\sqrt6\,|2,0|,\qquad L_+^2|1,-1|=4\sqrt6\,|2,0|.$$

In the last result each of the two terms contributes $2\sqrt6$. A $P$ state must vanish when $M_L$ is raised to 2. This condition and orthogonality give

$$P=\frac{2|2,-2|-|1,-1|}{\sqrt5},\qquad F=\frac{|2,-2|+2|1,-1|}{\sqrt5}.$$

Thus $|2,-2|$ is 4/5 $P$, and $|1,-1|$ is 1/5 $P$. Repulsion is unchanged by rotation, so it has one value $E_F$ and one value $E_P$. The two diagonal energies are $E_F+\frac45(E_P-E_F)$ and $E_F+\frac15(E_P-E_F)$. Subtracting them,

$$E_P-E_F=\tfrac53\left[E(2,-2)-E(1,-1)\right].$$

Each pair energy is $J-K$:

$$E(m,m')=\sum_k F^k\left[c^k_{mm}c^k_{m'm'}-(c^k_{mm'})^2\right].$$

Here $c^k_{mm'}$ is the angular integral of $Y_{2m}^*C_{k,m-m'}Y_{2m'}$, and $C_{kq}$ is the spherical harmonic multiplied by $\sqrt{4\pi/(2k+1)}$. With $u=\cos\theta$, the densities for $|m|=2$ and $|m|=1$ are $\frac{15}{16}(1-u^2)^2$ and $\frac{15}{4}u^2(1-u^2)$ on $-1\le u\le1$. Their averages are

$$|m|=2:\ \langle u^2\rangle=\tfrac17,\ \langle u^4\rangle=\tfrac1{21};\qquad |m|=1:\ \langle u^2\rangle=\tfrac37,\ \langle u^4\rangle=\tfrac5{21}.$$

Inserted in $C_{20}=(3u^2-1)/2$ and $C_{40}=(35u^4-30u^2+3)/8$, they give diagonal integrals $-2/7$ and $1/21$ for $|m|=2$, and $1/7$ and $-4/21$ for $|m|=1$.

For exchange, $c^2_{2,-2}=0$ because $m-m'=4$ exceeds 2. The other magnitudes are

$$|c^4_{2,-2}|=\frac{\sqrt{70}}{16}\,\frac{15}{16}\int_{-1}^1(1-u^2)^4du=\frac{\sqrt{70}}{21},$$

$$|c^2_{1,-1}|=\frac{\sqrt6}{4}\,\frac{15}{4}\int_{-1}^1u^2(1-u^2)^2du=\frac{\sqrt6}{7},$$

$$|c^4_{1,-1}|=\frac{\sqrt{10}}{8}\,\frac{15}{4}\int_{-1}^1u^2(1-u^2)^2(7u^2-1)du=\frac{2\sqrt{10}}{21}.$$

The three integrals over $u$ are $256/315$, $16/105$ and $64/315$. Leaving out the common $F^0$,

$$E(2,-2)=4F_2+F_4-70F_4=4F_2-69F_4,$$

$$E(1,-1)=F_2+16F_4-6F_2-40F_4=-5F_2-24F_4.$$

Therefore

$$E_P-E_F=\tfrac53(9F_2-45F_4)=15(F_2-5F_4)=15B.$$

### Matrix, trace and determinant

Energies are now measured from $^3A_{2g}$, whose repulsion is $E_F$. Repulsion adds $15B$ times the projector on $P$, and the field adds $\Delta$ or $2\Delta$ on the diagonal. In the order $|xy,x^2-y^2|$, $|xz,yz|$,

$$M=\begin{pmatrix}\Delta+12B&-6B\\-6B&2\Delta+3B\end{pmatrix}.$$

Its eigenvalues are $\nu_2$ and $\nu_3$. Their sum is the trace:

$$\nu_2+\nu_3=3\Delta+15B.$$

With $\Delta=\nu_1$ this becomes

$$\boxed{B=\frac{\nu_2+\nu_3-3\nu_1}{15}}$$

No square root is needed, and the mixing element does not enter. The determinant contains the remaining information:

$$\nu_2\nu_3=(\Delta+12B)(2\Delta+3B)-36B^2=2\Delta^2+27\Delta B.$$

As a test, the eight-electron problem was diagonalized in its determinants for $(\Delta,B,C)=(8500,900,3600)$, $(3000,1100,5000)$ and $(20000,500,1500)$ cm⁻¹, where $C=35F_4$ is another Racah parameter. (The third, $A$, shifts all levels of the eight-electron ion equally and is left out.) The boxed formula returned the input $B$ each time, within $10^{-6}$ cm⁻¹.

### Numbers

$$\Delta=8500\ \text{cm}^{-1}=1.054\ \text{eV},$$

$$B=\frac{39100-25500}{15}=\frac{13600}{15}=907\ \text{cm}^{-1}=0.112\ \text{eV}.$$

The diagonal elements of $M$ are 19380 and 19720 cm⁻¹, and the off-diagonal element has size 5440 cm⁻¹. The diagonal elements are almost equal, so both $^3T_{1g}$ levels are nearly equal mixtures of the two hole configurations.

## Comparison with the estimate

The eigenvalue separation follows from $M$:

$$\nu_3-\nu_2=\sqrt{(\Delta-9B)^2+144B^2}.$$

For $\Delta\ll B$ it tends to $15B-0.6\Delta$, which is the regime of the estimate. For $\Delta\gg B$ it tends to $\Delta-9B$, and the bands lie near $\Delta+12B$ and $2\Delta+3B$. At fixed $B$ the separation is smallest, $12B$, when $\Delta=9B$.

Here $\Delta/B=9.38$, close to this minimum. The estimate should have divided the separation by about 12, not 15. That change alone raises 770 to about 960 cm⁻¹, which is higher than the trace result of 907.

The remainder comes from the data. By the formula above, the fitted model has a separation of $\sqrt{340^2+10880^2}=10885$ cm⁻¹, whereas the observed one is 11500 cm⁻¹. The first error makes the estimate 20 % too low and the second raises it by 6 %, so it ends about 15 % below the trace value.

## Do the three bands agree?

Two parameters cannot in general reproduce three bands. The trace method fits $\nu_1$ and the sum $\nu_2+\nu_3$, so its errors in $\nu_2$ and $\nu_3$ must be equal and opposite. The predictions are 14107 and 24993 cm⁻¹. Observed minus predicted is $-307$ cm⁻¹ for $\nu_2$ and $+307$ cm⁻¹ for $\nu_3$, or 2.2 % and 1.2 % of the observed positions.

The determinant shows the same mismatch. The model gives $3.526\times10^8$ cm⁻², and the observed product is $3.491\times10^8$ cm⁻², a difference of 1 %. At fixed sum, a shift $\delta$ of both bands towards each other changes the product by $(\nu_3-\nu_2)\delta-\delta^2$. With $\delta=307$ cm⁻¹ this is $3.4\times10^6$ cm⁻², as required.

### Other choices of data

To use $\nu_1$ and one $^3T_{1g}$ band, write the matrix in the states $F$ and $P$. Their field energies are $(1\cdot\Delta+4\cdot2\Delta)/5=1.8\Delta$ and $(4\cdot\Delta+1\cdot2\Delta)/5=1.2\Delta$, and the coupling is $(2\Delta-4\Delta)/5=-0.4\Delta$. The eigenvalue condition is

$$(1.8\Delta-\nu)(1.2\Delta+15B-\nu)=0.16\Delta^2,$$

or

$$15B=\nu-1.2\Delta+\frac{0.16\Delta^2}{1.8\Delta-\nu}.$$

For $\nu_2$ the denominator is only $15300-13800=1500$ cm⁻¹. The result is $B=754$ cm⁻¹, while $\nu_3$ gives 930 cm⁻¹. If each band carries an independent reading error of 100 cm⁻¹, the errors of $B$ are 71 cm⁻¹ from $\nu_1,\nu_2$, 13 cm⁻¹ from $\nu_1,\nu_3$, and 22 cm⁻¹ from the trace. The trace is therefore not the least sensitive to reading error. Its merit is that opposite misfits in $\nu_2$ and $\nu_3$ cancel.

The condition also limits acceptable data. The lower eigenvalue cannot exceed the diagonal element $1.8\Delta$. For positive $B$ it cannot fall below $\Delta$, because repulsion adds a matrix without negative eigenvalues to a diagonal one with elements $\Delta$ and $2\Delta$. Here 13800 lies between 8500 and 15300 cm⁻¹. A band outside this range would mean a wrong assignment or a failure of the model.

If $\nu_1$ is left out, put $B=(S-3\Delta)/15$ with $S=\nu_2+\nu_3$ into the determinant:

$$\nu_2\nu_3=2\Delta^2+\tfrac95\Delta(S-3\Delta)\quad\Rightarrow\quad17\Delta^2-9S\Delta+5\nu_2\nu_3=0.$$

The roots are $\Delta=8244$ cm⁻¹ with $B=958$ cm⁻¹, and $\Delta=12456$ cm⁻¹ with $B=116$ cm⁻¹. The second would put the first band at 12456 cm⁻¹ and is rejected. The first misses $\nu_1$ by 3 %.

A least-squares fit to all three bands, equally weighted, gives $\Delta=8335$ and $B=947$ cm⁻¹. Its root-mean-square misfit is 119 cm⁻¹, against 251 cm⁻¹ for the trace solution. The length of its residual vector is $\sqrt3\times119\approx206$ cm⁻¹, about twice the assumed reading error. With one spare datum, this is a noticeable but not decisive disagreement.

## Effects left out

Suppose a neglected effect moves all three bands up by the same amount $s$. Then $\Delta$ is too large by $s$, but the error of $B$ is $(2s-3s)/15=-s/15$. Vibrations are of this kind under the simple assumptions made below. Spin-orbit coupling is not, because it shifts the three bands by different amounts.

**Spin-orbit coupling.** For two holes in a triplet each spin acts as half the total spin, so the coupling has the form $\lambda\,\mathbf L\cdot\mathbf S$ with $|\lambda|=\zeta/2$, where $\zeta$ is the one-electron constant. Since $l_z(x^2-y^2)=2i\,xy$ and $l_zz^2=0$, $L_z$ turns the ground pair into $2i\,|z^2,xy|$, a $^3T_{2g}$ state of squared length 4. The $x$ and $y$ components lead to its partners. In second order these states lower the ground level by

$$\frac{4\lambda^2S(S+1)}{\Delta}=\frac{8\lambda^2}{\Delta}=\frac{2\zeta^2}{\Delta}.$$

For a rough $\zeta=600$ cm⁻¹ this is 85 cm⁻¹. Diagonalization with singlets included, taking $C=4B$, gives 97 cm⁻¹. For each upper triplet manifold, take the mean energy of all final levels, each weighted by its share of the original triplet states. This weighted centroid does not move, because $\mathbf L\cdot\mathbf S$ has zero trace in the manifold. It is not the centroid of the observed band, however, since part of each share lies in the ground level and in the other bands. Count only the levels within 3000 cm⁻¹ of each unperturbed band, and assume that intensity follows the shares. The three band centroids, measured from the lowered ground level, then rise by 27, 131 and 199 cm⁻¹ rather than by 97 cm⁻¹ each. Removing these shifts changes $B$ by $-(131+199-3\cdot27)/15\approx-17$ cm⁻¹.

**Vibrations.** In a centrosymmetric complex these d–d bands gain electric-dipole intensity from odd vibrations. Take one such mode of quantum $\hbar\omega$, the same for all three bands and unchanged by excitation, and a transition moment linear in its coordinate. From vibrational level $v$, the line raised by $\hbar\omega$ has weight $v+1$ and the lowered line has weight $v$. With thermal mean $n$ of $v$, the average shift is

$$\hbar\omega\,\frac{(n+1)-n}{2n+1}=\hbar\omega\tanh\frac{\hbar\omega}{2kT}.$$

A rough quantum of 250 cm⁻¹ at 298 K gives 135 cm⁻¹. Quanta of 150 and 400 cm⁻¹ would give 52 and 299 cm⁻¹, so bands that rely on different modes would not shift equally.

Together the shifts of the three bands are 162, 266 and 334 cm⁻¹. Correcting for them changes $\Delta$ to 8338 cm⁻¹ and $B$ to 899 cm⁻¹. The vibrational part ($+9$ cm⁻¹) and the spin-orbit part ($-17$ cm⁻¹) partly cancel, leaving a change of about 1 % in $B$.

The second band has a further difficulty. In the same calculation the singlet $^1E_g$ lies at 13972 cm⁻¹ before spin-orbit coupling, close to the predicted triplet at 14107 cm⁻¹. This closeness rests on the rough choice $C=4B$, since the singlet rises by about twice any increase in $C$. Coupling produces levels from 13403 to 15225 cm⁻¹ above the ground level, and two of them are strongly mixed, with triplet shares of 0.34 and 0.67. A maximum within this group need not be its centroid. The measured second band of this ion has two maxima, near 13800 and 15200 cm⁻¹, and the value used here is the lower one. Reading $\nu_2=14100$ cm⁻¹ instead would give $B=927$ cm⁻¹ from the trace, a misfit of only 39 cm⁻¹, and $B=902$ cm⁻¹ from $\nu_1$ and $\nu_2$ alone. This may explain part of the 307 cm⁻¹ misfit, but that is a conjecture, since no band shape was calculated. An error of 307 cm⁻¹ in $\nu_2$ alone would change the trace value of $B$ by $307/15\approx20$ cm⁻¹.

## The real solution

The calculation applies to a nickel(II) solution in which water fills all six coordination sites. In a plating bath, chloride, ammonia or organic additives can replace some of the water. The bands may then belong to a mixture of complexes, in which case the extracted parameters describe no single one. The real hydrated ion is also distorted by its surroundings, and covalency need not reduce the repulsion equally in $e$ and $t_2$ orbitals. Neither effect is sized here.

With a free-ion value of roughly 1050 to 1100 cm⁻¹, $B$ is reduced to between 0.8 and 0.9 of it. This is the expected direction if the d orbitals spread towards the ligands. For these bands the trace result is $\Delta=8500$ and $B\approx910$ cm⁻¹. The least-squares fit and the centroid correction each lower $\Delta$ by about 165 cm⁻¹; the first raises $B$ by 40 cm⁻¹ and the second lowers it by about 8 cm⁻¹. These shifts do not bound the error: $\nu_1$ and $\nu_2$ alone gave $B=754$ cm⁻¹.

## Numbers as computed

```
Energies in 1/cm unless another unit is shown
Input bands nu1, nu2, nu3: 8500, 13800, 25300
nu2 + nu3 = 39100;  3 nu1 = 25500;  15 B = 13600
Delta = 8500 = 1.054 eV
B (trace) = 906.7 = 0.1124 eV;  Delta/B = 9.38
B / rough free-ion B of 1100: 0.8 (ratio, rough)
T1g matrix: diagonal 19380, 19720; off-diagonal size 5440
Predicted nu2, nu3: 14107, 24993
Observed - predicted nu2, nu3: -307, 307
nu2*nu3 = 3.49140e+08;  2D^2+27DB = 3.52580e+08 (1/cm)^2
Determinant excess of model: 0.99 %
1.8 Delta = 15300;  1.8 Delta - nu2 = 1500
B from nu1 and nu2 alone: 753.8
B from nu1 and nu3 alone: 929.6
Root from nu2 and nu3 alone: Delta = 8244, B = 957.8
Root from nu2 and nu3 alone: Delta = 12456, B = 115.5
Least squares, three bands: Delta = 8335, B = 947.0
Rms misfit: trace 251, least squares 119
Reading error per band: 100; resulting error of B:
  trace 22; nu1,nu2 71; nu1,nu3 13
Spin-orbit inputs (rough): zeta = 600, C = 4B = 3627
Ground lowering: 97; triplet part 2 zeta^2/Delta: 85
1Eg without spin-orbit coupling: 13972
Mixed 3T1g/1Eg levels above the ground level:
  13403, degeneracy 1, triplet share 1.00
  13562, degeneracy 2, triplet share 0.34
  13875, degeneracy 3, triplet share 1.00
  14609, degeneracy 3, triplet share 1.00
  15225, degeneracy 2, triplet share 0.67
Enabling quantum (rough) 250; T = 298 K; kT = 207
Mean vibronic shift: 135
Common shift, both effects: 232
Corrected for it: Delta = 8268, B = 922.1
```
